# Breakdown in Nonuniform Fields from the Ionization-Attachment Integral

## Definitions and conventions

An electron avalanche follows a field line from the cathode at \(s=0\) to the anode at \(s=d\). Lengths are in cm, voltages in V and pressures in Torr. The field strength on the line is

\[
E(s)=V\,e(s),\qquad e(s)>0,\qquad \int_0^d e(s)\,ds=1 .
\]

Here \(e(s)\) is the field strength per volt, obtained from the solution of Laplace's equation for the potential. It is computed once, because without space charge the field is proportional to the voltage \(V\).

The ionization coefficient \(\alpha\) and the attachment coefficient \(\eta\) are the mean numbers of ionizing and attaching events per electron and per cm of drift. They are taken to depend on the local field and the pressure \(p\), which stands for gas density at a fixed reference temperature. Define

\[
g=\alpha-\eta,\qquad k(s)=\int_0^s g(s')\,ds',\qquad K=k(d).
\]

Each positive ion returns along the same line and releases \(\gamma\) electrons on average. Negative ions keep their electrons and release none at the anode. Diffusion across field lines is neglected.

## The breakdown condition

In a steady state the electron flux density \(\boldsymbol\Gamma\) obeys \(\nabla\cdot\boldsymbol\Gamma=(\alpha-\eta)|\boldsymbol\Gamma|\). Integrate this over a short piece of a thin tube of field lines with cross-section \(a_t(s)\). No flux crosses the side wall, so the number of electrons passing per second, \(N=|\boldsymbol\Gamma|a_t\), satisfies

\[
\frac{dN}{ds}=(\alpha-\eta)N .
\]

The widening of the tube is contained in \(N\), so a cylindrical or spherical gap needs no extra term. For one electron leaving the cathode, \(N=e^{k(s)}\). These electrons make \(\alpha N\,ds\) positive ions in \(ds\), and the total is

\[
M(V)=\int_0^d \alpha(s)\,e^{k(s)}\,ds .
\]

Let an outside source release the electron current \(I_s\) from the cathode, and let \(I_0\) be the total electron current leaving it. The returning ions add \(\gamma M I_0\), so

\[
I_0=I_s+\gamma M I_0,\qquad I_0=\frac{I_s}{1-\gamma M}.
\]

The steady current diverges as \(\gamma M\) rises to one. Beyond that point each generation of electrons is larger than the last on average, and the discharge no longer needs the source. The threshold is

\[
\gamma M(V)=1 .
\]

### Why the net exponent is not enough

Since \((e^k)'=(\alpha-\eta)e^k\), integration over the gap gives

\[
e^K-1=M-\int_0^d\eta e^k\,ds,
\qquad
M=e^K-1+\int_0^d\eta e^k\,ds .
\]

This is a charge budget: \(e^K\) electrons reach the anode, and the last integral is the number of negative ions. The condition \(\gamma(e^K-1)=1\) therefore agrees with the threshold if there is no attachment. With attachment it omits one positive ion for every attached electron, and it gives too high a voltage. An electron that attaches after ionizing does not undo the ion it has made.

### Two closed forms

In a uniform field \(k=gs\), and

\[
M=\alpha\int_0^d e^{gs}ds=\frac{\alpha}{\alpha-\eta}\left(e^{(\alpha-\eta)d}-1\right),
\]

with the limit \(M=\alpha d\) at \(\alpha=\eta\). If \(\eta>\alpha\), a long gap has \(M\to\alpha/(\eta-\alpha)\). Setting this equal to \(1/\gamma\) gives \(\eta=(1+\gamma)\alpha\), so the long-gap threshold lies slightly below the field where \(\alpha=\eta\).

For coaxial electrodes of radii \(a<b\), write \(L=\ln(b/a)\). Then \(E=V/(rL)\). With the Townsend form \(\alpha=Ap\,e^{-Bp/E}\) and no attachment, let \(c=BpL/V\):

\[
K=Ap\int_a^b e^{-cr}dr=\frac{Ap}{c}\left(e^{-ca}-e^{-cb}\right).
\]

Breakdown then requires \(K=\ln(1+1/\gamma)\). Both closed forms serve as tests of the numerical scheme.

## When a root exists and is unique

Suppose \(\alpha\) rises strictly with \(E\) at fixed \(p\), while \(\eta\) does not rise. Raising \(V\) raises the field everywhere on the line. It therefore raises \(\alpha(s)\) and \(k(s)\) at every interior point, and \(M\) rises strictly. There is at most one root.

Existence needs a separate argument. For the Townsend form \(\alpha<Ap\), and dropping attachment can only raise \(M\), so

\[
M\le\int_0^d\alpha\,e^{\int_0^s\alpha\,ds'}ds
=e^{\int_0^d\alpha\,ds}-1<e^{Apd}-1 .
\]

If \(\eta\to0\) at high field, \(M\) approaches the last expression as \(V\to\infty\). At low voltage \(M\to0\). A root thus exists if and only if

\[
pd>\frac{\ln(1+1/\gamma)}{A}.
\]

This is a limit of the coefficient model. At very low \(pd\), electrons are not in equilibrium with the local field, and the limit should not be read as a property of the gas.

The proof of uniqueness also holds for an \(\eta\) that rises with field, as long as \(\alpha-\eta\) does not fall. If \(\alpha-\eta\) falls with field over part of the range, the proof fails, and the voltage should be scanned from below before bisection. If field lines differ, each is solved separately. In this model each line feeds only itself, so the lowest root gives breakdown of the gap.

## Which electrode should be the cathode

Reversing the voltage leaves \(K\) unchanged, but with attachment in an asymmetric field it can change \(M\). Let \(x\) be the distance from the strong-field electrode, let the field fall monotonically with \(x\), and keep the assumptions on \(\alpha\) and \(\eta\). Measure \(k(x)\) from \(x=0\).

With the cathode at the strong-field end, the electron number is \(e^{k(x)}\). With the cathode at the other end, electrons have crossed the part from \(d\) to \(x\), and their number is \(e^{K-k(x)}\). The charge budgets have the same \(K\), so their difference is

\[
M_{\rm strong}-M_{\rm weak}=\int_0^d\eta f\,dx,
\qquad f=e^k-e^{K-k}.
\]

The function \(f\) also satisfies

\[
\int_0^d gf\,dx=\int_0^K(e^k-e^{K-k})\,dk=(e^K-1)-(e^K-1)=0 .
\]

Take \(K>0\). Since \(g\) does not increase with \(x\), \(k\) is concave. It starts at zero and ends at \(K\), so it passes \(K/2\) once, at some \(x_*\), and \(f\) changes there from negative to positive. Concavity also gives

\[
g(x_*)\ge\frac{K/2}{d-x_*}>0 .
\]

Choose \(\lambda=\eta(x_*)/g(x_*)\ge0\). As \(x\) grows, \(\eta\) does not fall and \(g\) does not rise. Hence \(\eta-\lambda g\) is nondecreasing and vanishes at \(x_*\). It has the same sign as \(f\), or is zero, on each side. Subtracting \(\lambda\int gf\,dx=0\) gives

\[
M_{\rm strong}-M_{\rm weak}=\int_0^d(\eta-\lambda g)f\,dx\ge0 .
\]

At equal \(\gamma\), and with \(K>0\) at the weak-cathode threshold, the strong-field cathode breaks down at the lower or the same voltage. Physically, its avalanche grows before it meets the attaching region. From the other side, seed electrons must first survive that region. The result holds for breakdown sustained by ions returning to the cathode, with negligible space charge. At high pressure or in long gaps, streamers driven by space charge and photoionization can reverse the order of the two polarities.

## Adaptive quadrature

A direct evaluation of \(M\) nests one integral inside another. This is avoided by giving each panel of the line two numbers: its net exponent and its ion yield for one entering electron. For neighbouring panels 1 and 2,

\[
K_{12}=K_1+K_2,\qquad M_{12}=M_1+e^{K_1}M_2,
\]

because \(e^{K_1}\) electrons enter panel 2 for each one entering panel 1.

Within a panel starting at \(l\) with length \(h\), use six Gauss points \(x_i\in(0,1)\) with weights \(w_i\). Let \(\ell_j\) be the polynomial of degree five that is one at \(x_j\) and zero at the other points. The matrix

\[
S_{ij}=\int_0^{x_i}\ell_j(x)\,dx
\]

integrates the interpolated \(g\) from the left edge to each point. The panel values are

\[
K_h=h\sum_iw_ig_i,\qquad k_i=h\sum_jS_{ij}g_j,\qquad
M_h=h\sum_iw_i\alpha_i e^{k_i}.
\]

Each panel is compared with its two halves, joined by the rule above. With \(\delta K\) and \(\delta M\) the differences, the halves are accepted if

\[
|\delta K|\le\varepsilon\frac hd,\qquad
|\delta M|\le\varepsilon\frac hd(1+M_h).
\]

```
yield(V):
    K = 0;  M = 0
    stack = [(0, d, panel(0, d))]
    while stack is not empty:
        (l, h, coarse) = pop(stack)
        P = panel(l, h/2);  Q = panel(l + h/2, h/2)
        fine = (P.K + Q.K, P.M + exp(P.K)*Q.M)
        if fine and coarse agree as required:
            M = M + exp(K)*fine.M
            K = K + fine.K
        else if h is below the floor:
            stop with an error
        else:
            push right half Q, then left half P
    return M

breakdown(gamma):
    low = starting voltage
    while gamma*yield(low) >= 1:  low = low/2
    high = 2*low
    while gamma*yield(high) < 1:
        low = high;  high = 2*high
        if high > ceiling:  return no root found
    while high - low > tolerance*high:
        mid = (low + high)/2
        if gamma*yield(mid) < 1:  low = mid
        else:  high = mid
    return (low + high)/2
```

The right half is pushed first so that panels are accepted from cathode to anode. The updates of \(M\) and \(K\) must stay in the order shown, since \(M\) needs the exponent at the entrance of the panel.

### Error control

Let \(k_j\) be the exponent at the entrance of accepted panel \(j\), and let tildes mark computed values. Then

\[
\tilde M-M=\sum_je^{k_j}(\tilde M_j-M_j)
+\sum_j(e^{\tilde k_j}-e^{k_j})\tilde M_j .
\]

Assume that each halving difference bounds the true error of the accepted value. The budget up to any point gives \(e^{k_j}\le1+M\), and one panel's contribution obeys \(e^{k_j}M_j\le M\). To first order in \(\varepsilon\), the first sum is at most

\[
\varepsilon\sum_j\frac{h_j}{d}\left(e^{k_j}+e^{k_j}M_j\right)\le\varepsilon(1+2M).
\]

The accumulated error of the exponent is at most \(\varepsilon\), so the second sum is at most \(\varepsilon M\). Together,

\[
|\tilde M-M|\lesssim\varepsilon(1+3M).
\]

This explains the factor \(1+M_h\) in the acceptance rule. A local error is amplified by the number of electrons entering the panel. For the term 1 this number is at most \(1+M\); for the term \(M_h\) the amplified value is the panel's own contribution, at most \(M\).

The effect on voltage follows from the sensitivity \(S_V=d\ln M/d\ln V\). At threshold \(\ln\gamma+\ln M(V)=0\), so a small relative error in \(\gamma\) or in the computed \(M\) gives

\[
\frac{\delta V}{V}=-\frac{\delta\ln(\gamma M)}{S_V},
\]

where \(\delta\) on the right is taken at fixed voltage. A steep \(M(V)\) makes the threshold insensitive to both.

## Worked example: a coaxial oxygen gap

Take \(a=0.5\) cm, \(b=5\) cm, \(p=4\) Torr and \(\gamma=0.01\). The coefficients are rough round values in the regime of oxygen:

\[
\frac{\alpha}{p}=8\,e^{-220p/E},\qquad
\frac{\eta}{p}=0.15\,e^{-E/(50p)},
\]

in \(1/(\mathrm{cm\,Torr})\), with \(E/p\) in V/(cm Torr). The attachment form is a simplification: it falls with field throughout, whereas dissociative attachment in real oxygen first rises with field and then falls. The size of the polarity difference found below depends on this choice. The threshold needs \(M=100\).

Doubling from 100 V brackets the root between 800 and 1600 V. With the inner electrode as cathode, bisection gives 909 V. Since \(L=\ln10=2.303\), the field at the inner electrode is

\[
E(a)=\frac{908.9}{0.5\times2.303}=789\ \mathrm{V/cm},
\]

or \(E/p=197\) V/(cm Torr). There \(\alpha=32e^{-220/197.4}=10.5\ \mathrm{cm^{-1}}\), an ionization length of 0.095 cm. The coefficients are equal at \(E/p=45.1\) V/(cm Torr), which is reached at

\[
r_c=\frac{908.9}{45.1\times4\times2.303}=2.19\ \mathrm{cm}.
\]

One cathode electron becomes 79 electrons at \(r_c\). Attachment beyond it leaves 34.1 at the anode, and the budget closes as \(34.1-1+66.9=100.0\).

With the outer electrode as cathode, the threshold is 998 V, higher by 9.8%. The mean electron number first falls to 0.48 before the avalanche grows. The budget is now \(100.06-1+0.94=100.00\). The condition \(\gamma(e^K-1)=1\) gives 998 V for either polarity. It is less than 1 V too high for the outer cathode, where few negative ions form, but 9.8% too high for the inner one.

### Pressure and polarity

With radii, coefficients and \(\gamma\) fixed, the lowest voltage among the sampled pressures is at 0.5 Torr: 424 V for the inner cathode and 425 V for the outer. At 8 Torr the values are 1354 and 1604 V, a difference of 18.5%. The formula for \(r_c\) shows why polarity matters more there. At 8 Torr and 1354 V, \(r_c=1.63\) cm, and most of the gap attaches more electrons than it creates. At 0.5 Torr and 424 V, the formula gives 8.2 cm, outside the outer electrode, so no such region exists.

The model has no root below \(\ln(101)/(8\times4.5)=0.128\) Torr. At 0.2 Torr it still gives 594 V, but \(E/p\) at the inner electrode is then about 2600 V/(cm Torr). Local coefficients are not a sound description there. They are already doubtful at 0.5 Torr: \(E/p\) at the inner electrode is about 740 V/(cm Torr), and the ionization length \(1/\alpha\) is 0.34 cm, comparable with the inner radius. The lowest voltage in the scan is therefore a result of the model, not a prediction for the gas.

Multiplying \(p\) by a factor and dividing all lengths by it leaves \(E/p\), \(\alpha\,ds\) and \(\eta\,ds\) unchanged at equal \(V\). The threshold is therefore unchanged, provided \(\alpha/p\) and \(\eta/p\) depend on \(E/p\) alone and \(\gamma\) is fixed. Three-body attachment in real oxygen, for which \(\eta/p\) grows with \(p\), breaks this rule. This was tested by doubling \(p\) and halving both radii.

## Tests and cost

An independent test follows random ionization and attachment events for one million seed electrons through 40,000 slices. It uses event probabilities \(\alpha\Delta s\) and \(\eta\Delta s\), without the formula for \(M\). At 0.97, 1.00 and 1.03 times the inner-cathode threshold, it gives 0.745, 0.999 and 1.349 secondary electrons per seed. At the outer-cathode threshold it gives 0.997. In the two runs at threshold, the departures from one are within the 1% allowed for slice width and sampling noise.

For the inner cathode at threshold, tolerances \(\varepsilon=10^{-3}\), \(10^{-6}\) and \(10^{-9}\) need 4, 8 and 14 final panels. The relative differences from a differential-equation solver are \(1.5\times10^{-6}\), \(1.8\times10^{-12}\) and \(1.3\times10^{-13}\). The last figure lies below the solver's own relative tolerance of \(10^{-12}\) and reflects the solver more than the quadrature. The error bound is thus very cautious for these smooth coefficients.

If \(P\) panels remain at the end, the binary tree has \(2P-1\) panels in all, each evaluated once. The cost is \(6(2P-1)\) coefficient pairs, or 162 for \(P=14\). The search used one evaluation at 100 V, four during doubling and 30 during bisection. If \(P\) stayed at 14 throughout, that would be about 5700 pairs. The storage is the stack, whose size grows with the depth of subdivision.

The sensitivity is \(S_V=9.9\). With \(\varepsilon=10^{-9}\), the quadrature bound corresponds to a relative voltage error near \(3\times10^{-10}\), below the bisection tolerance of \(10^{-9}\). Such precision keeps numerical noise out of comparisons; it says nothing about the accuracy of the physical model.

## Stability and failure modes

Bisection keeps a sign change inside its bracket as long as quadrature error does not change the sign of \(\gamma M-1\). The tolerance on \(M\) should therefore be tightened together with that on \(V\).

- **Missed features.** A narrow field peak can fall between the points of both the coarse and the fine panels. Start with several panels, and place boundaries at known peaks.
- **Kinks and jumps.** Interpolated tables cause deep subdivision at kinks. The failure can also be silent: a kink or jump within about \(0.017h\) of a panel edge lies outside all Gauss points of the coarse panel and of its halves, so both see a smooth function and the panel is accepted with an error that can far exceed the bound. At a jump the subdivision ends either in such an acceptance or at the floor. Put panel boundaries at kinks and jumps.
- **Overflow.** Far above threshold \(e^K\) may exceed the number range. Once the accumulated \(M\) passes \(1/\gamma\), the integration can stop, because all further contributions are positive and the sign is settled. A coarse panel can overflow before anything has been accumulated, so a panel with a very large exponent must be split before its exponentials are taken.
- **Zero field.** The expression \(Bp/E\) is singular at a field null. Setting \(\alpha=0\) there is its mathematical limit, but drift along a field line no longer describes the electrons.
- **No root below the ceiling.** This result can mean that no root exists or that the ceiling is too low. For the Townsend form with \(\eta\to0\) at high field, the condition on \(pd\) separates the cases.

## Comparison with a real discharge

The present result concerns a direct-current gap and does not carry over directly to a discharge driven at radio frequency. The effective secondary yield depends on the surface and on \(E/p\) at the cathode, which is about 200 V/(cm Torr) at the inner electrode and about 20 at the outer. Equal \(\gamma\) for both polarities is therefore an assumption, and a yield a few times larger at the outer electrode would cancel or reverse the polarity order. The size of the effect is as follows: doubling or halving \(\gamma\) moves the inner-cathode threshold by −7.1% or +6.9%. Lowering \(A\) by 10% raises it by 5.2%, and raising \(B\) by 10% raises it by 9.9%. Gas at 330 K instead of 300 K, at the same pressure, is less dense and lowers it by 4.9%.

Real negative oxygen ions can lose their electrons in collisions. In the limit of immediate detachment, attachment has no effect and both polarities break down near 900 V. This lowers the inner-cathode value by 0.9% and the outer-cathode value by 9.7%. The predicted polarity difference therefore depends on slow detachment.

The local-field assumption also fails in part, since electrons need a distance to gain energy. Starting the avalanche after a 12 V drop, roughly the ionization potential, changes the threshold by +1.6% for the inner cathode. For the outer cathode the change is −0.4%, because the skipped stretch is one of net attachment and the shifted start removes that attachment too. If only ionization is suppressed there, the outer-cathode threshold is practically unchanged. Evaluating the coefficients at the field 12 V upstream, but not beyond the cathode, gives −3.1% and +2.7%. These are sizes, not bounds: near the inner electrode an electron falls through about \(789\times0.095=75\) V per ionization, so the lag may be larger.

The space charge of a single avalanche at threshold is negligible. One hundred ions within a sphere of radius 0.095 cm produce about \(1.6\times10^{-3}\) V/cm at its surface, against an applied field of 79 V/cm even at the outer electrode. The established glow carries far more charge and needs a self-consistent field. The end regions of a finite tube are not included and have not been sized. The numerical output lists the values used here.

## Computed results

```
alpha/p: A = 8.0 /(cm Torr), B = 220.0 V/(cm Torr)
eta/p: C = 0.15 /(cm Torr), G = 50.0 V/(cm Torr)
gamma = 0.01; required ions per electron = 100.0
radii = 0.5, 5.0 cm; pressure = 4.0 Torr
first bracket = 800 to 1600 V
bisection halvings = 30
breakdown, inner cathode = 908.853 V
breakdown, outer cathode = 997.616 V
outer relative to inner = +9.77 %
common form gamma(exp K - 1) = 1 gives 998.373 V
common form relative to inner = +9.85 %
per cathode electron: positive ions, anode electrons, negative ions
  inner cathode: 100.000, 34.100, 66.900
  outer cathode: 100.000, 100.059, 0.941
E/p where alpha = eta: 45.10 V/(cm Torr)
radius where alpha = eta, inner cathode: 2.188 cm
radius where alpha = eta, outer cathode: 2.402 cm
peak electron number, inner cathode = 79.35
lowest electron number, outer cathode = 0.480
field at inner, outer radius = 789.4, 78.9 V/cm
E/p at inner, outer radius = 197.4, 19.7 V/(cm Torr)
ionization length at inner radius = 0.0953 cm
sensitivity d ln M / d ln V = 9.897
quadrature tolerance, panels, relative difference from ODE
  1e-03, 4, 1.5e-06
  1e-06, 8, 1.8e-12
  1e-09, 14, 1.3e-13
random avalanche, secondaries per seed electron
  inner cathode at 0.97, 1.00, 1.03 of breakdown: 0.745, 0.999, 1.349
  outer cathode at breakdown: 0.997
lowest pressure allowed by the model = 0.1282 Torr
pressure (Torr), breakdown with inner, outer cathode (V)
  0.2, 593.8, 593.9
  0.5, 423.5, 425.1
  1.0, 495.1, 502.9
  2.0, 647.1, 675.5
  4.0, 908.9, 997.6
  8.0, 1353.5, 1604.4
shifts of breakdown voltage, inner cathode unless stated
  gamma doubled: -7.13 %
  gamma halved: +6.89 %
  A lower by 10 %: +5.19 %
  B higher by 10 %: +9.86 %
  complete detachment: -0.93 %
  complete detachment, outer: -9.75 %
  gas at 330 K instead of 300 K, same pressure: -4.92 %
  12 V dead space, inner: +1.62 %
  12 V energy lag, inner: -3.06 %
  12 V dead space, outer: -0.43 %
  12 V energy lag, outer: +2.73 %
space-charge field of one avalanche = 1.59e-03 V/cm
```
